Sum Rules for X-ray Magnetic Circular Dichroism: Derivation and Limits, part 3

Sum rules relate integrated x-ray magnetic circular dichroism to ground-state moments; their accuracy is now to be tested. A dipole transition lifts an electron from a full core shell c into a valence shell l = c ± 1 with n electrons and n_h = 4l + 2 − n holes. Angular momenta are in units of ħ, energies in eV. The dipole component C_q ≡ C¹_q, a renormalized spherical harmonic, raises m by q and turns the initial state |g⟩ into |φ_q⟩, whose norm is the integrated intensity in units of the squared radial integral:

I_q = Tr A − ⟨Â⟩,  A = C_q C_q†,  Â = Σ_(uv) A_(uv) a†_u a_v.  (1)

The fourth assumption is that every final eigenstate has its core hole in a definite level, j₊ = c + ½ or j₋ = c − ½. With Δ^j = I_(+1)^j − I_(−1)^j, I = Σ_(q,j) I_q^j = N n_h, N = l_>/(2l+1) and l_> = max(l, c),

ρ = (Δ⁺ + Δ⁻)/I,  δ = [Δ⁺ − ((c + 1)/c) Δ⁻]/I,

ρ = −α ⟨Lz⟩/n_h.  (8)

δ = −(β ⟨Sz⟩ + γ ⟨Tz⟩)/n_h.  (9)

T sums t = s − 3 r̂ (r̂·s) over the valence electrons. For d → f,

ρ = −⟨Lz⟩/(3 n_h),  δ = −(2/3) S_eff/n_h,  S_eff = ⟨Sz⟩ + 3⟨Tz⟩.

Within one LS term,

T = ξ {(3/2)[L (L·S) + (L·S) L] − L(L+1) S}.  (11)

For c = l − 1 the weights w_q(m) = |⟨l m|C_q|c, m − q⟩|² are, with d = (2l−1)(2l+1),

w_± = (l±m)(l±m−1)/(2d),  w₀ = (l² − m²)/d.

In pure LS coupling the Hund ground levels at M = −J give

 n   J     ξ        Tz       Sz      Sz+3Tz
 1   5/2   2/45     4/7      0.357   2.071
 12  6     1/135    −1/3     −1.000  −2.000

For f⁶ (J = 0) the field-induced ⟨Tz⟩/⟨Sz⟩ is −1/6, not the continued value −4/15.

With photon rank x, core operator Y of rank y and valence rank r, reduced matrix elements are

R_xyr = −√((2x+1)(2r+1)) ⟨l‖C¹‖c⟩² ⟨c‖Y‖c⟩ {c 1 l; c 1 l; y x r}.  (7)

Q. The fourth assumption troubles me most. The core hole interacts with the 4f electrons by several eV. Why should j be a good label?

A. It is not exactly good, and the consequence can be calculated. Write the final-state Hamiltonian as the core spin-orbit term ζ_c Σ ℓ·s plus everything else, W. A full shell has no spin-orbit energy, so removing an electron from j₊ leaves −cζ_c/2 and removing one from j₋ leaves +(c+1)ζ_c/2. The j₊ edge lies lower, and the separation is

D = (2c+1) ζ_c/2,

which is 5ζ_c/2 for a d core. Let P₊ and P₋ now project the many-electron final states on the two kinds of hole. Any part of W that acts on valence electrons only, such as the f–f Coulomb repulsion and the f spin-orbit coupling, commutes with P_±. It rearranges lines inside an edge and leaves each I_q^j alone. The core–valence Coulomb interaction has elements P₊WP₋. When D is large compared with all of W, a state |a⟩ of the lower group becomes |a⟩ − Σ_b |b⟩ W_ba/D to first order, and the projector on the lower group becomes

Π₊ = P₊ − (P₊WP₋ + P₋WP₊)/D + O(1/D²).

The weight moved from the lower to the upper group is

τ_q = 2 Re⟨φ_q|P₊WP₋|φ_q⟩/D + O(1/D²).  (16)

Whatever its size, a transfer τ_q changes Δ⁺ by −(τ₊₁ − τ₋₁) and Δ⁻ by the opposite amount. The ratio ρ is untouched, while

δ changes by −[(2c+1)/c] (τ₊₁ − τ₋₁)/I.  (17)

The error of the spin rule is of first order in W/D. It is caused by mixing of the wave functions and persists when the two groups of lines are cleanly separated in energy.

Q. How large is it? Show me a spectrum.

A. I take a model d¹⁰fⁿ → d⁹fⁿ⁺¹ with round parameters that are not meant to describe a particular ion: F², F⁴, F⁶ = 10, 6, 4 eV for f–f, F², F⁴ = 6, 3 eV and G¹, G³, G⁵ = 4, 2.5, 2 eV for d–f, and ζ_c = 10 eV, so that D = 25 eV. The multipole expansion of 1/r₁₂ lets each part be written with one-electron operators. With Ĉ^k_q the sum of C^k_q over the electrons of a shell,

V_ff = ½ Σ_k F^k Σ_q Ĉ^k_q(f) Ĉ^k_q(f)†,  V_direct = Σ_k F^k Σ_q Ĉ^k_q(d) Ĉ^k_q(f)†,

V_exchange = Σ_k G^k Σ_q X^k_q X^k_q†,  X^k_q = Σ (C^k_q)_(uμ) a†_u b_μ.

The products in V_ff and V_exchange differ from the normal-ordered two-electron operators by a one-electron term Σ_q C^k_q C^k_q†. This is a scalar on the f shell and shifts all levels of a configuration equally, as the omitted F⁰ terms do. The Hamiltonian is diagonalized in full. The lowest six tenths of the states are assigned to the j = 5/2 edge and the rest to j = 3/2. The initial state is the M = −J component of the ground level.

The first case is f¹ with ζ_f = 0.1 eV. The ground level is exactly ²F₅/₂, with n_h = 13, ⟨Lz⟩ = −2.8571, ⟨Sz⟩ = 0.3571, ⟨Tz⟩ = 0.5714 and S_eff = 2.0714. With the d–f interaction switched off and the f–f interaction kept, the intensities for q = +1, 0, −1 are

j = 5/2:  1.2000, 1.1796, 1.1918
j = 3/2:  0.8000, 0.8000, 0.4000.

They can be checked by hand. An empty shell gives Tr C_qC_q† = 2l_>/3 = 2 for each q. The electron is in m = −3, spin up, with weight 6/7 and in m = −2, spin down, with weight 1/7, which reproduces ⟨Sz⟩ = 5/14. Neither orbital can be reached by q = +1, since w₊(−3) = w₊(−2) = 0, so I₊₁ = 2 and it divides 6 : 4 between the edges. For q = −1 the weights are 3/7 and 2/7, the blocked part is 18/49 + 2/49 = 20/49, and 2 − 20/49 = 1.5918 = 1.1918 + 0.4000. The total is I = 13 · 3/7 = 5.5714. Then Δ⁺ = 0.0082 and Δ⁻ = 0.4000, and

ρ = 0.4082/5.5714 = 0.0733,  ⟨Lz⟩ = −3 · 13 · 0.07326 = −2.857,

δ = (0.0082 − 1.5 · 0.4000)/5.5714 = −0.1062,  S_eff = 1.5 · 13 · 0.10623 = 2.071.

Both rules are exact here, although the f–f repulsion in the final state is at full strength. With the d–f interaction on, the intensities become

j = 5/2:  0.9269, 0.9052, 1.0329
j = 3/2:  1.0731, 1.0744, 0.5589.

A gap of 17.5 eV still separates the highest state of the lower group from the lowest state of the upper group, so the division of the spectrum is unambiguous. The sum over edges for each q is unchanged, and ρ is still 0.07326. The transfers are τ₊₁ = 1.2000 − 0.9269 = 0.2731, τ₀ = 0.2744 and τ₋₁ = 0.1589. By (17) δ changes by −2.5 · 0.1142/5.5714 = −0.0512, from −0.1062 to −0.1575. The rule now returns S_eff = 3.07 in place of 2.07, an error of +48 % relative to the true S_eff. In magnetons, with m_orb = −⟨Lz⟩ μ_B and m_spin = −2⟨Sz⟩ μ_B, the orbital moment 2.86 μ_B is recovered exactly. The true spin moment is −0.71 μ_B, and even a perfect application of the spin rule delivers −2S_eff = −4.14 μ_B until Tz is removed.

The scaling predicted by (16) is tested at large ζ_c. The error in S_eff is 0.02809 at ζ_c = 400 eV and 0.01405 at 800 eV, a ratio of 1.999. The product of error and ζ_c is 11.2 eV, which extrapolates to 1.12 at ζ_c = 10 eV. The actual error there is 3.0703 − 2.0714 = 1.00, so the first-order law overestimates it by about one eighth of its value.

Q. Why does the weight move upward, and why by that much?

A. One contribution to the first-order transfer has a closed form. Insert a complete set of d¹⁰fⁿ states between X¹_q and X¹_q† in the G¹ exchange term. The initial state |g⟩ itself contributes G¹|φ_q⟩⟨φ_q|, because X¹_q|g⟩ = |φ_q⟩. Placed in (16) this gives

τ_q (this term) = 2 G¹ I_q⁺ I_q⁻/D,

with the unmixed intensities. It is positive, which expresses that exchange pushes the dipole-allowed combination upward. For f¹ it equals 2 · 4 · 1.2000 · 0.8000/25 = 0.307 for q = +1, 0.302 for q = 0 and 0.153 for q = −1, to be set beside the full transfers 0.273, 0.274 and 0.159. The remaining parts of the d–f interaction, evaluated in the first-order term of (16), add up to only −0.047, −0.039 and −0.021, so this term dominates the first-order transfer for f¹. The full transfers also contain higher orders in 1/D. The term also gives a difference τ₊₁ − τ₋₁ of 0.155 where the full value is 0.114, so it does not account for the spin-rule error quantitatively.

The second case, f¹² with ζ_f = 0.3 eV and n_h = 2, shows that the direction is not universal. Without the d–f interaction the intensities are 0.6858, 0.1412, 0 at j = 5/2 and 0.0302, 0, 0 at j = 3/2. The zeros are exact. The final configuration has one d hole and one f hole, so |M| cannot exceed 5/2 + 7/2 = 6. From M = −6 the component q = −1 has nowhere to go. The component q = 0 reaches the only state with M = −6, which has j = 5/2 and cannot mix with anything, and its intensity stays at 0.1412. Only q = +1 is affected, and it changes to 0.6887 and 0.0273. The transfer is τ₊₁ = −0.0029, toward the lower edge, although the G¹ term above is positive (2 · 4 · 0.6858 · 0.0302/25 = 0.007). The other parts of the d–f interaction outweigh it in this case. The largest of them in first order is the direct F² term, which contributes −0.005. By (17) δ changes by +2.5 · 0.0029/0.8571 = 0.0085, from 0.7472 to 0.7558, and the rule returns S_eff = −2.267 for the true −2.242. The error is 1.1 % relative to the true value. The errors at ζ_c = 400 and 800 eV have the ratio 2.004. In this model the spin rule is poor for one f electron and good for two holes. For f¹³ it is exact, since the final state d⁹f¹⁴ has a closed f shell and the d–f interaction is a constant. For both computed cases the program asserts I = N n_h and the orbital rule at every parameter set, the spin rule without d–f interaction, its failure with it, and a ratio of errors within 0.1 of 2.

Q. You call −2.242 the true S_eff of f¹², yet your table has −2.000. Which is wrong?

A. Neither. The table is for pure LS coupling, while the model includes ζ_f = 0.3 eV against finite Slater integrals. The model state has ⟨Lz⟩ = −5.0119, ⟨Sz⟩ = −0.9881 and ⟨Tz⟩ = −0.4178. The spin has moved by 1.2 % from its Hund value and Tz by 25 %, and the contrast can be derived in full.

Only two determinants of f¹² have M = −6. Both lack the electron m = 3, spin up. The first also lacks m = 2, spin up, and is ³H₆. The second also lacks m = 3, spin down, and is ¹I₆. Let p be the weight of the singlet. Sz is diagonal in determinants, with values −1 and 0, so ⟨Sz⟩ = −(1 − p) and p = 0.0119. The spin shifts in second order of the mixing amplitude. Tz has the diagonal values −1/3 for the triplet and 0 for the singlet, where opposite spins in the same orbital cancel, but it also connects the two determinants. They differ in one spin orbital, so the many-electron element of a one-electron operator is the element between |2 ↑⟩ and |3 ↓⟩ times a sign ±1 that depends on the ordering of the determinants and is the same for every operator. For l·s the element is ½√((3+3)(3−3+1)) = √6/2. For t_z, equation (11) for one electron, with ξ = 2/45, gives

⟨2 ↑|t_z|3 ↓⟩ = (2/45)(3/2)(2 + 3)(√6/2) = √6/6 = 0.408.

In the lower eigenstate of a 2 × 2 matrix the product of the two amplitudes has the sign opposite to the off-diagonal element, which is ±ζ_f√6/2. The element of Tz has the same sign ±, so the cross term is negative whichever sign applies:

⟨Tz⟩ = −(1 − p)/3 − 2√(p(1 − p)) · √6/6 = −0.3294 − 0.0885 = −0.4179,

in agreement with −0.4178 within the rounding of p. An admixture of about one per cent in weight is an amplitude of 0.11, and Tz responds linearly to the amplitude. The sum rules themselves remain exact for the mixed state: ρ = 5.0119/6 = 0.8353 and δ = (2/3) · 2.2416/2 = 0.7472. What suffers is the subtraction of Tz. From the exact S_eff = −2.2416, removing three times the Hund value −1/3 gives ⟨Sz⟩ = −1.24 in place of −0.99, which is too large in magnitude by 26 % of the true spin. In this model that exceeds by far the 1.1 % error from edge mixing. The moments of the model state are m_orb = 5.01 μ_B and m_spin = 1.98 μ_B, and −2S_eff corresponds to 4.48 μ_B.

Q. The denominator I contains I₀, which needs light polarized along the magnetization. May I replace it by the mean of the two circular intensities?

A. Only if the axial component of the charge quadrupole of the shell, taken along the magnetization axis, vanishes. The combination I₊₁ + I₋₁ − 2I₀ is the photon pair coupled to x = 2, with y = 0 and r = 2. For c = l − 1 its diagonal element is

w₊ + w₋ − 2w₀ = (l² − l + m² − 2l² + 2m²)/d = [3m² − l(l+1)]/d.

The operator is traceless, so by (1)

I₊₁ + I₋₁ − 2I₀ = −⟨Σ [3 l_z² − l(l+1)]⟩/[(2l−1)(2l+1)],

summed over the valence electrons. This vanishes for a half-filled shell with parallel spins and for a charge distribution of cubic symmetry. It need not be small for a saturated 4f ion with few holes. For the f¹² state above, I₊₁ + I₋₁ = 0.6858 + 0.0302 = 0.7160, so the replacement gives 1.5 · 0.7160 = 1.074 for a true I of 0.8571. The denominator is then too large by 25 % of its true value, and both ρ and δ come out at 0.80 of theirs. For f¹ the same replacement gives 1.5 · (2.0000 + 1.5918) = 5.388 for 5.5714, too small by 3 % of the true value, because one electron blocks only a small part of the intensity of a shell with thirteen holes.

Table of computed values

```
c=1->l=2: N=0.40000 alpha=0.50000 beta=0.66667 gamma=2.33333
c=2->l=3: N=0.42857 alpha=0.33333 beta=0.66667 gamma=2.00000
  9j(yxr): 011 = sqrt(210)/315  110 = -sqrt(105)/315  112 = 2*sqrt(70)/525
  R101=-0.92582 R110=0.92582 R112=-2.02837 <f||C2||f>=-1.36626
c=3->l=4: N=0.44444 alpha=0.25000 beta=0.66667 gamma=1.83333
c=2->l=1: N=0.66667 alpha=-0.50000 beta=-1.00000 gamma=-0.50000
c=3->l=2: N=0.60000 alpha=-0.33333 beta=-0.88889 gamma=-0.88889
c=4->l=3: N=0.57143 alpha=-0.25000 beta=-0.83333 gamma=-1.04167
Hund states, M=-J (hbar): n S L J xi | Lz Sz Tz(exact) Tz Sz+3Tz | rho delta
 1 1/2 3 5/2 2/45 | -2.8571 0.3571 4/7 0.5714 2.0714 | 0.07326 -0.10623
 2 1 5 4 1/135 | -4.8000 0.8000 104/225 0.4622 2.1867 | 0.13333 -0.12148
 3 3/2 6 9/2 2/1485 | -5.7273 1.2273 21/121 0.1736 1.7479 | 0.17355 -0.10594
 4 2 6 4 -1/990 | -5.6000 1.6000 -28/165 -0.1697 1.0909 | 0.18667 -0.07273
 5 5/2 5 5/2 -2/675 | -4.2857 1.7857 -26/63 -0.4127 0.5476 | 0.15873 -0.04056
 6 3 3 0 -1/135 | field-induced Tz/Sz=-0.1667, (Sz+3Tz)/Sz=0.5000; J->0 continuation -4/15
 7 7/2 0 7/2 2/45 | 0.0000 -3.5000 0 0.0000 -3.5000 | -0.00000 0.33333
 8 3 3 6 -1/135 | -3.0000 -3.0000 1/3 0.3333 -2.0000 | 0.16667 0.22222
 9 5/2 5 15/2 -2/675 | -5.0000 -2.5000 1/3 0.3333 -1.5000 | 0.33333 0.20000
10 2 6 8 -1/990 | -6.0000 -2.0000 2/15 0.1333 -1.6000 | 0.50000 0.26667
11 3/2 6 15/2 2/1485 | -6.0000 -1.5000 -2/15 -0.1333 -1.9000 | 0.66667 0.42222
12 1 5 6 1/135 | -5.0000 -1.0000 -1/3 -0.3333 -2.0000 | 0.83333 0.66667
13 1/2 3 7/2 2/45 | -3.0000 -0.5000 -1/3 -0.3333 -1.5000 | 1.00000 1.00000
model (eV): Fff {2: 10.0, 4: 6.0, 6: 4.0} Fdf {2: 6.0, 4: 3.0} Gdf {1: 4.0, 3: 2.5, 5: 2.0} zeta_c 10.0
f^1: zeta_f=0.1 eV, nh=13, Jz=-2.500 hbar, edge gap=17.46 eV
  Lz=-2.8571 Sz=0.3571 Tz=0.5714 (Hund 0.5714) Sz+3Tz=2.0714 hbar
  m_orb=2.8571 muB, m_spin(g=2)=-0.7143 muB, effective m_spin=-4.1429 muB
  no d-f Coulomb: I(5/2) q=+,0,-: 1.2000 1.1796 1.1918; I(3/2): 0.8000 0.8000 0.4000
    I=5.5714 rho=0.07326 delta=-0.10623 Lz(rule)=-2.8571 Seff(rule)=2.0714 rule/true=1.0000
  with d-f Coulomb: I(5/2) q=+,0,-: 0.9269 0.9052 1.0329; I(3/2): 1.0731 1.0744 0.5589
    I=5.5714 rho=0.07326 delta=-0.15745 Lz(rule)=-2.8571 Seff(rule)=3.0703 rule/true=1.4822
  Seff error at zeta_c=400, 800 eV: 0.02809, 0.01405 hbar, ratio 1.999
f^12: zeta_f=0.3 eV, nh=2, Jz=-6.000 hbar, edge gap=22.14 eV
  Lz=-5.0119 Sz=-0.9881 Tz=-0.4178 (Hund -0.3333) Sz+3Tz=-2.2416 hbar
  m_orb=5.0119 muB, m_spin(g=2)=1.9762 muB, effective m_spin=4.4833 muB
  no d-f Coulomb: I(5/2) q=+,0,-: 0.6858 0.1412 0.0000; I(3/2): 0.0302 0.0000 0.0000
    I=0.8571 rho=0.83531 delta=0.74722 Lz(rule)=-5.0119 Seff(rule)=-2.2416 rule/true=1.0000
  with d-f Coulomb: I(5/2) q=+,0,-: 0.6887 0.1412 0.0000; I(3/2): 0.0273 0.0000 0.0000
    I=0.8571 rho=0.83531 delta=0.75578 Lz(rule)=-5.0119 Seff(rule)=-2.2673 rule/true=1.0115
  Seff error at zeta_c=400, 800 eV: -0.00057, -0.00028 hbar, ratio 2.004
```
